Fractional Translations Do Not Prove That a Space Group Is Nonsymmorphic

Take a one-dimensional crystal with period 1 and suppose that it is unchanged by

x → ½ − x.

This operation reverses the axis and then adds half a period, which is not a lattice translation. Yet it leaves x = ¼ where it is. With x = x' + ¼, so that positions are measured from that point, it reads

x' + ¼ → ½ − (x' + ¼) = ¼ − x', hence x' → −x'.

The half has gone. It recorded where the origin had been placed relative to the centre of reflection, and said nothing about the crystal.

In three dimensions the same half can mislead. The belief examined here is that a space group is nonsymmorphic if its list of operations contains fractional translations. The belief has a sound root. A symmorphic group can be written without fractional translations, and some fractional translations, such as that of a twofold screw along an edge of a primitive orthorhombic cell, cannot be removed. But "can be written without" refers to a suitable origin and a suitable choice of operations, and a given list may use neither. A more careful version of the belief counts only genuine screws and glides. That version fails too, in both directions, as the body-centred groups I222 and I2₁2₁2₁ show.

**What an origin shift can remove**

Write an operation as {R|v}, meaning r → Rr + v, with positions r in fractions of the cell edges. The lattice T contains all pure translations of the group, including centring vectors. For each R, the vector v is defined only up to a member of T, because an operation followed by a lattice translation is again an operation of the group. The group is symmorphic if one origin exists at which every v can be chosen to be zero.

Put the origin at p, so that r = r' + p. The image of r is R(r' + p) + v, and its position relative to p is

Rr' + Rp + v − p.

The new translation is therefore

v' = v + (R − 1)p.

Now let R have order n, so that Rⁿ = 1, and define the average

w = (1/n)(v + Rv + … + Rⁿ⁻¹v).

An origin shift adds (R − 1)p to v. Its contribution to the average is

(1/n)(1 + R + … + Rⁿ⁻¹)(R − 1)p = (1/n)(Rⁿ − 1)p = 0,

because the sum telescopes. Thus w, the intrinsic part, does not depend on the origin. It is the advance along a screw axis or the slip along a glide plane.

The remainder v − w is the location part. For a twofold rotation w = (v + Rv)/2, so

v − w = (v − Rv)/2 = (1 − R)(v/2).

Moving the origin to p = v/2 gives v' = v − (v − w) = w, which removes the location part. One twofold operation therefore has a fixed point when w = 0, and only then: if it fixes p, then v = (1 − R)p, whose average vanishes.

There is one more freedom. Replacing v by v + t, with t in T, changes w by the average of t. For a twofold rotation about z, with the other two cell edges perpendicular to z so that R reverses x and y, this average is (0, 0, t_z). In a primitive lattice t_z is an integer, so an advance of ½ cannot be cancelled. In a body-centred lattice t_z may be ±½. Adding t = (½,½,½) turns a pure rotation into a screw, and adding t = (½,½,−½) turns a screw of advance ½ into a pure rotation. Both belong to the same group and have the same R.

**The question that decides**

At origin p, the translation of R can be chosen to be zero if v + (R − 1)p belongs to T. Since T contains the negative of each of its members, the condition can be written

(1 − R)p − v ∈ T, for every R in the point group, with the same p.

If it holds, all the translations can be set to zero at p, and the group is symmorphic. Conversely, if the group is symmorphic, its good origin satisfies the condition. It suffices to check generators of the point group: the operations that fix p form a group, and if their rotation parts include the generators, they include every R.

The condition does not ask for a point fixed by the whole space group, which is impossible because translations fix nothing. It asks for a point fixed by one suitably chosen operation for each R. The words "with the same p" carry the weight.

**A symmorphic group that lists three screws**

Consider a body-centred orthorhombic lattice, whose vectors have either three integer components or three half-odd-integer components. Let the listed operations, besides the identity and the lattice translations, be

R_z: (−x, −y, z + ½)
R_y: (−x, y + ½, −z)
R_x: (x + ½, −y, −z).

They form a group with T. For example, the second followed by the first gives (x, −y − ½, ½ − z), which differs from the third by (−½, −½, ½), a lattice vector.

Each translation lies along its own rotation axis, so Rv = v and w = v. These are genuine twofold screws, and no change of origin makes any one of them a pure rotation. The list looks nonsymmorphic. Now try p = (¼,¼,¼):

R_z: (1 − R_z)p − v = (½, ½, 0) − (0, 0, ½) = (½, ½, −½)
R_y: (1 − R_y)p − v = (½, 0, ½) − (0, ½, 0) = (½, −½, ½)
R_x: (1 − R_x)p − v = (0, ½, ½) − (½, 0, 0) = (−½, ½, ½).

All three results are lattice vectors, so the group is symmorphic. It is I222 with its origin displaced. The geometry is equally plain. Adding (½, ½, −½) to the first operation gives (½ − x, ½ − y, z), a pure rotation about the line (¼, ¼, z). The other two operations similarly yield pure rotations about (¼, y, ¼) and (x, ¼, ¼). The three lines meet at (¼,¼,¼).

The screws have not disappeared from the crystal. They remain members of I222, as products of pure rotations and centring translations. A symmorphic group may contain screws; it must also contain, for every R, an operation that fixes the common point.

**A nonsymmorphic group that lists no screws**

Keep the same lattice and list instead

R_z: (−x, ½ − y, z)
R_y: (½ − x, y, −z)
R_x: (x, −y, ½ − z).

This is I2₁2₁2₁. Here the second followed by the first gives (x − ½, ½ − y, −z), which differs from the third by the lattice vector (−½, ½, −½). Each listed translation is perpendicular to its axis, so Rv = −v and w = 0. All three are pure rotations, and each half can be removed by its own origin shift.

They cannot be removed together. For R_z the condition is

(2p_x, 2p_y − ½, 0) ∈ T.

The last component is an integer, so all three must be integers. In particular, 2p_x is an integer. For R_y the condition is

(2p_x − ½, 0, 2p_z) ∈ T.

The middle component is an integer, so again all must be integers, and 2p_x is an integer plus ½. No number satisfies both demands. Membership in T already allows for every choice of lattice translation, and p was arbitrary, so the group is nonsymmorphic.

The contradiction is a distance in space. A pure rotation about z arises only when the added lattice vector has t_z = 0, hence integer components. With m and n integers, the pure rotation axes are

along z: (m/2, ¼ + n/2, z)
along y: (¼ + m/2, y, n/2)
along x: (x, m/2, ¼ + n/2).

An axis along z and one along y are separated by their difference in x, which is at least a/4. The pairs x, z and x, y miss by at least b/4 and c/4. For edges a, b, c = 8, 9, 10 bohr, the closest approaches are 2.00, 2.25 and 2.50 bohr. In I222 all three are zero.

Counting axis types does not separate the two groups, since adding (½,½,½) to any pure rotation listed here produces a screw. Both groups have twofold rotations and twofold screws in all three directions. General diffraction absences do not separate them either. Centring multiplies the structure factor of reflection hkl by 1 + exp[−iπ(h + k + l)], which vanishes for odd h + k + l. A screw along z would extinguish 00l for odd l, but those reflections are already absent. For one general set of atomic positions in each group, the numerical check found the same 364 absences among 729 reflections.

**A difference that electrons feel**

The missing common point has a consequence in the band structure. Consider spinless electrons in a periodic potential at the wave vector W = (½,½,½), where a plane wave is exp(2πi q·r). Reciprocal lattice vectors are integer triples with an even sum. Each rotation reverses two components of W and so changes it by a vector such as (−1, −1, 0), which is a reciprocal lattice vector. All three rotations therefore act within the states at W.

Let D_z and D_y be the operators for the listed rotations of I2₁2₁2₁. Applying them to a position in the two orders gives

R_y first, then R_z: (x − ½, ½ − y, −z)
R_z first, then R_y: (x + ½, ½ − y, −z).

The results differ by t = (−1, 0, 0). A translation by t multiplies every state at W by exp(−2πi W·t) = exp(iπ) = −1. Hence

D_z D_y = −D_y D_z.

Both operators commute with the Hamiltonian, so they act within each energy level. Let a level have d states. Taking determinants of the two sides within it gives

det(D_z) det(D_y) = (−1)^d det(D_y) det(D_z).

The operators are invertible, so the determinants are not zero and d must be even. Every level at W is at least doubly degenerate.

This sign is not an artefact of the list. Choosing another lattice representative multiplies D by a phase, which appears on both sides. Moving the origin is a unitary change of description. In I222, with the origin at the common point, the operations have no translations and the two orders agree, so the sign is +1. Single levels are then allowed.

**Four plane waves**

The smallest model that shows the effect uses the four waves

q₀ = (½, ½, ½), q₁ = (½, −½, −½), q₂ = (−½, ½, −½), q₃ = (−½, −½, ½).

In Hartree atomic units all four have kinetic energy

(π²/2)(1/a² + 1/b² + 1/c²) = 0.18738 hartree

for the cell above. Expand the potential as V(r) = Σ V_h exp(2πi h·r). The matrix element between q_i and q_j is V_h with h = q_i − q_j. Because V is real, V_−h is the complex conjugate of V_h. Invariance under {R|v}, with R a twofold rotation, gives

V_Rh = V_h exp[−2πi (Rh)·v].

For I222, use the common point as origin, so v = 0. Then V_Rh = V_h. Since R_z reverses 110, R_y reverses 101 and R_x reverses 011, these three coefficients equal their own conjugates and are real. Call them A, B and C. The rotations also give the same values for (1,−1,0), (1,0,−1) and (0,1,−1). With E₀ the kinetic energy plus the mean potential,

H − E₀ =
[ 0 C B A ]
[ C 0 A B ]
[ B A 0 C ]
[ A B C 0 ].

Multiplication confirms these eigenvectors and energies:

(1, 1, 1, 1): E₀ + A + B + C
(1, −1, −1, 1): E₀ + A − B − C
(1, −1, 1, −1): E₀ − A + B − C
(1, 1, −1, −1): E₀ − A − B + C.

In general these are four different levels.

For I2₁2₁2₁ the fractional translations change the signs. Under R_z, 110 becomes (−1,−1,0), whose product with v = (0,½,0) is −½. The phase is exp(iπ) = −1, so the conjugate of V₁₁₀ is −V₁₁₀, and V₁₁₀ is imaginary. R_y does the same for 101 and R_x for 011. Write the three coefficients as iA, iB and iC, with new real numbers A, B and C.

The remaining elements follow from the same rule. R_x takes 110 to (1,−1,0) with phase 1, giving iA. R_y takes 011 to (0,1,−1) with phase 1, giving iC. R_z takes 101 to (−1,0,1) with phase 1, so its negative (1,0,−1) has the conjugate coefficient −iB. Thus H − E₀ = iK, where

K =
[ 0 C B A ]
[ −C 0 A −B ]
[ −B −A 0 C ]
[ −A B −C 0 ].

The rows of K are mutually orthogonal; the first two, for instance, give B·A + A·(−B) = 0. Each row has squared length S² = A² + B² + C². Hence K multiplied by its transpose is S² times the identity. Since the transpose of K is −K, it follows that K² = −S² and

(H − E₀)² = (iK)² = S².

Every eigenvalue of H − E₀ is therefore +S or −S. The diagonal of iK is zero, so the eigenvalues sum to zero, and for S > 0 each sign occurs twice:

E = E₀ ± √(A² + B² + C²), each doubly degenerate.

If the potential variations vanish, S = 0 and both groups return to four degenerate free-electron waves. Extra symmetry can also change the pattern. An inversion centre at the common point of I222 leaves A, B and C real and the four levels single. One placed a quarter of the a edge away from that point forces A = B = 0 and pairs the levels as E₀ ± C. An inversion centre at the listed origin of I2₁2₁2₁ makes every V_h real, so A = B = C = 0 and the two pairs merge into one fourfold level.

**Numbers for two model crystals**

Place attractive Gaussian wells, 0.5 hartree deep and 1 bohr wide (standard deviation), on a general set of symmetry-related positions. There are eight wells per conventional cell in each crystal. They are generated from u = (0.11, 0.16, 0.21), measured from the common point in I222 and from the listed origin in I2₁2₁2₁. The mean potential is −0.08750 hartree in both, so

E₀ = 0.18738 − 0.08750 = 0.09988 hartree.

For I222, A, B, C = −0.02080, −0.01011, −0.00750 hartree. The lowest four-wave level is

0.09988 − 0.02080 − 0.01011 − 0.00750 = 0.06147 hartree,

and the others are 0.09669, 0.11807 and 0.12329 hartree. The program built this crystal from the list of three screws, with the origin away from the common point. The levels still agree with the formula derived at the common point, as they must if the listed halves are only a matter of description.

For I2₁2₁2₁, A, B, C = 0.01721, 0.03938, 0.01182 hartree. Their root sum of squares is 0.04457 hartree, giving

0.09988 − 0.04457 = 0.05531 hartree, twice
0.09988 + 0.04457 = 0.14445 hartree, twice.

Four waves give only rough energies. With 248 plane waves the lowest levels become

I222: 0.0499, 0.0803, 0.1072, 0.1134 hartree
I2₁2₁2₁: 0.0261, 0.0261, 0.1365, 0.1365 hartree.

The energies move by up to about 0.03 hartree, but the pairing stays. Throughout the larger calculation, the splitting within each I2₁2₁2₁ pair is below 10⁻¹⁰ hartree. The smallest gap among the four I222 levels is 0.0062 hartree, or 0.17 eV. The sizes of the gaps belong to these particular wells; the evenness of the degeneracies at W belongs to the symmetry.

The degeneracy is not present at every wave vector. At zero wave vector a lattice translation has phase 1, so the minus sign is lost and D_z and D_y commute. The lowest five levels of the I2₁2₁2₁ model are indeed separate there, with a smallest gap of 0.022 hartree. Finding single levels at one wave vector therefore does not prove that a group is symmorphic.

Spin also changes the argument. Half-turns of a spin-½ about perpendicular axes anticommute, which contributes another minus sign. With spin included, the operators at W anticommute in I222 and commute in I2₁2₁2₁, so a double degeneracy at W is no longer the mark of the nonsymmorphic group.

**When a fraction is proof**

There is a valid inference close to the mistaken one. If the intrinsic part w of some operation cannot be cancelled by the average of any lattice vector, then no operation with that R has a fixed point, and the group is nonsymmorphic. A twofold screw in a primitive lattice, with the axis along a cell edge perpendicular to the other two edges, is such a case: the available averages along the axis are integers, while w is ½.

This condition is sufficient but not necessary. In I2₁2₁2₁ it holds for no R, since every listed operation already has w = 0, and the group is still nonsymmorphic. When no single operation settles the matter, the conditions (1 − R)p − v ∈ T must be solved together for one p.

Numbers as computed

```
Cell edges a b c (bohr): 8.00 9.00 10.00
Well depth (hartree), width (bohr): 0.5 1.0
General position u (fractional): 0.11 0.16 0.21
I222 wells start at u + (fractional): 0.25 0.25 0.25
--- I222 ---
Listed translation, rotation about x: 0.50 0.00 0.00
Listed translation, rotation about y: 0.00 0.50 0.00
Listed translation, rotation about z: 0.00 0.00 0.50
Intrinsic parts in each coset (mod 1): [0.0, 0.5]
Largest site-symmetry order: 4
Common fixed points per conventional cell: 8
Axis miss distances yz, xz, xy (bohr): 0.000 0.000 0.000
Absent reflections, |h|,|k|,|l| <= 4: 364
Exchange sign of z and y rotations at W: +1
A B C for 110 101 011 (hartree): -0.020798 -0.010110 -0.007501
Four-wave levels at W (hartree): 0.061471 0.096693 0.118069 0.123287
Large-basis levels at W (hartree): 0.049904 0.080270 0.107202 0.113424
--- I212121 ---
Listed translation, rotation about x: 0.00 0.00 0.50
Listed translation, rotation about y: 0.50 0.00 0.00
Listed translation, rotation about z: 0.00 0.50 0.00
Intrinsic parts in each coset (mod 1): [0.0, 0.5]
Largest site-symmetry order: 2
Common fixed points per conventional cell: 0
Axis miss distances yz, xz, xy (bohr): 2.000 2.250 2.500
Absent reflections, |h|,|k|,|l| <= 4: 364
Exchange sign of z and y rotations at W: -1
A B C for 110 101 011 (hartree): 0.017206 0.039377 0.011820
Four-wave levels at W (hartree): 0.055312 0.055312 0.144448 0.144448
Large-basis levels at W (hartree): 0.026131 0.026131 0.136451 0.136451
--- comparison ---
Reflections examined: 729
Kinetic energy of the four waves (hartree): 0.187378
Mean potential (hartree): -0.087498
E0 (hartree): 0.099880
I212121 root of A^2+B^2+C^2 (hartree): 0.044568
Plane-wave cutoff (hartree): 6.0
Plane waves at W: 248
I212121 largest splitting within a pair < 1e-10 hartree: True
I222 smallest gap, lowest four at W (hartree): 0.006222
The same gap (eV): 0.1693
I212121 gap between lowest pairs at W (hartree): 0.110320
The same gap (eV): 3.0020
I212121 lowest five levels at Gamma (hartree): -0.112759 0.232203 0.273008 0.359881 0.381677
I212121 smallest gap among them (hartree): 0.021796
```
